The Slater Integral Ratio F4/F2 for a Hydrogenic 3d Shell

**Problem**

An electron in a one-electron ion of nuclear charge Z has the 3d radial function

R(r) ∝ r² exp(−Zr/3).

Hartree atomic units are used: lengths are in bohr and energies in hartree. Let ρ(r) = r²R(r)² be the radial density, normalized so that its integral over r from 0 to ∞ is 1. The Slater integrals of the shell are

Fk = ∫₀^∞ dr₁ ∫₀^∞ dr₂ ρ(r₁) ρ(r₂) r_<^k / r_>^(k+1),

where r_< is the smaller and r_> the larger of r₁ and r₂. The interaction is the bare Coulomb repulsion, without screening by other electrons.

Compute F0, F2 and F4. Show that F4/F2 does not depend on Z, find its value, and compare it with the value 0.625 that is customarily assumed when Hubbard corrections are applied to 3d shells.

**A tempting solution**

The two orderings of the radii contribute equally to Fk, because exchanging the names r₁ and r₂ turns one into the other. We may therefore keep the region r₂ < r₁ and multiply by 2. In that region write r₁ = r and r₂ = tr, with t between 0 and 1. At fixed r, dr₂ = r dt, so

(r₂^k / r₁^(k+1)) dr₂ = (t^k / r) r dt = t^k dt,

and

Fk = 2 ∫₀¹ dt t^k ∫₀^∞ dr ρ(r) ρ(tr). (1)

Now insert the density. Squaring R and multiplying by r² gives r⁶ exp(−ar), with a = 2Z/3. Since ∫₀^∞ r⁶ exp(−ar) dr = 6!/a⁷, the normalized density is

ρ(r) = a⁷ r⁶ exp(−ar) / 6!.

The product in (1) is

ρ(r) ρ(tr) = a¹⁴ t⁶ r¹² exp[−a(1+t)r] / (6!)².

Its integral over r follows from ∫₀^∞ r¹² exp(−br) dr = 12!/b¹³ with b = a(1+t):

∫₀^∞ dr ρ(r) ρ(tr) = a [12!/(6!)²] t⁶/(1+t)¹³.

Because 12!/(6!)² = 924 and 2 × 924 × a = 1848 × 2Z/3 = 1232 Z,

Fk = 1232 Z ∫₀¹ dt t^(6+k)/(1+t)¹³. (2)

The substitution u = t/(1+t) makes the integrand a polynomial. It gives t = u/(1−u), 1+t = 1/(1−u) and dt = du/(1−u)², and t = 1 becomes u = 1/2. The power of (1−u) is −(6+k) + 13 − 2 = 5−k. Hence

Fk = 1232 Z Ik, Ik = ∫₀^(1/2) du u^(6+k) (1−u)^(5−k). (3)

For k = 0, expand (1−u)⁵, integrate term by term, and take out the factor 1/2¹² = 1/4096:

I0 = ∫₀^(1/2) (u⁶ − 5u⁷ + 10u⁸ − 10u⁹ + 5u¹⁰ − u¹¹) du
= (1/4096) (32/7 − 10 + 80/9 − 4 + 10/11 − 1/12)
= (1/4096) (12672 − 27720 + 24640 − 11088 + 2520 − 231)/2772
= (1/4096) (793/2772).

For k = 2,

I2 = ∫₀^(1/2) (u⁸ − 3u⁹ + 3u¹⁰ − u¹¹) du
= (1/4096) (8/9 − 6/5 + 6/11 − 1/12)
= (1/4096) (1760 − 2376 + 1080 − 165)/1980
= (1/4096) (299/1980).

With 1232/2772 = 4/9 and 1232/1980 = 28/45, equation (3) gives

F0 = (4/9)(793/4096) Z = 793Z/9216 = 0.08605 Z,

F2 = (28/45)(299/4096) Z = 2093Z/46080 = 0.04542 Z.

The third integral seems avoidable. By (1), raising k by 2 inserts another factor t² = (r_</r_>)². Let q be the typical value of r_</r_> in this shell. Then F2 = q²F0 and F4 = q⁴F0, so

F4/F2 = q² = F2/F0 = (2093/46080)(9216/793) = 2093/(5 × 793) = 161/305 ≈ 0.528.

The factor Z has cancelled, as the problem requires. The conclusion would be that the customary 0.625 is too large for a hydrogenic shell.

**Where it fails**

Everything up to F0 and F2 is sound. The fault is the single number q. The ratio t is not fixed: it is distributed between 0 and 1, and different powers of it have different averages.

To see what was lost, divide (1) by the same expression for k = 0. This gives

Fk/F0 = ⟨t^k⟩, (4)

where the angle brackets denote an average over t with the weight

w(t) = ∫₀^∞ dr ρ(r) ρ(tr),

divided by its own integral from 0 to 1. The weight is positive, so this is a true average. The relation F2 = q²F0 merely defines q² as ⟨t²⟩. The next relation, F4 = q⁴F0, then claims that ⟨t⁴⟩ equals ⟨t²⟩². But

⟨t⁴⟩ − ⟨t²⟩² = ⟨(t² − ⟨t²⟩)²⟩ ≥ 0,

and the right side vanishes only if t² has no spread. For a smooth density it has a spread, so ⟨t⁴⟩ > ⟨t²⟩². Dividing by ⟨t²⟩ and using (4), we get

F4/F2 > F2/F0.

The shortcut has produced a lower bound and called it the value. An upper bound follows from t < 1, which makes ⟨t⁴⟩ smaller than ⟨t²⟩. For the hydrogenic shell the two bounds together say

161/305 < F4/F2 < 1.

The customary 0.625 lies inside this interval. The shortcut therefore cannot even decide whether the hydrogenic ratio is above or below it.

The cancellation of Z gave no warning, because every estimate in which F2 and F4 are both proportional to Z has that property, whether its coefficients are right or wrong.

**The correct solution**

The missing integral has to be done, and it is the shortest of the three. For k = 4, equation (3) contains

I4 = ∫₀^(1/2) (u¹⁰ − u¹¹) du
= (1/4096) (2/11 − 1/12)
= (1/4096) (24 − 11)/132
= (1/4096) (13/132).

Since 1232/132 = 28/3,

F4 = (28/3)(13/4096) Z = 91Z/3072 = 0.02962 Z.

The three results are

F0 = 793Z/9216, F2 = 2093Z/46080, F4 = 91Z/3072,

in hartree. In the ratio of the last two, the common factor 1232Z/4096 of (3) cancels:

F4/F2 = (13/132)/(299/1980) = (13 × 1980)/(132 × 299) = (13 × 15)/299 = 15/23 ≈ 0.652.

Here 1980/132 = 15 and 299 = 13 × 23 were used. The shortcut value 0.528 is 19% below this result.

The independence of Z has a reason that does not require the integrals. The charge enters the density through a alone, and the density has the form

ρ(r) = a g(ar), g(x) = x⁶ exp(−x)/6!.

Put x₁ = ar₁ and x₂ = ar₂ in the definition of Fk. Each product ρ(r)dr becomes g(x)dx, while r_<^k/r_>^(k+1) becomes a x_<^k/x_>^(k+1), because the kernel has the dimension of an inverse length. Thus

Fk = a × (a number fixed by k and the function g).

A larger Z shrinks the shell and raises all three integrals in the same proportion. The argument holds for any function g, but the value of the ratio depends on g. It shows that the ratio is independent of size at fixed shape. It does not show that all 3d shells share one ratio.

**Comparison with the customary value**

The customary 0.625 is 5/8, and

(15/23)/(5/8) = 120/115 = 24/23.

The hydrogenic ratio is therefore above the customary one by 1/23 of the latter, or 4.3%. To see where an assumed ratio enters a Hubbard correction, we need the relation between F2, F4 and the exchange parameter J.

Take the five real 3d orbitals φ_i, which share the radial function R. Let D be the sum of all 25 direct Coulomb integrals and K the sum of all 25 exchange integrals:

D = Σ_ij ∫∫ φ_i(1)² φ_j(2)² / r₁₂,

K = Σ_ij ∫∫ φ_i(1)φ_j(1) φ_i(2)φ_j(2) / r₁₂,

where r₁₂ is the distance between the electrons and the integrals run over both positions. Define U as the average direct integral, D/25, and define U − J as (D − K)/20. The terms with i = j cancel in D − K, so U − J is the average of direct minus exchange over the 20 ordered pairs of different orbitals.

Two expansions are needed. With γ the angle between the position vectors and P_k the Legendre polynomials,

1/r₁₂ = Σ_k (r_<^k/r_>^(k+1)) P_k(cos γ),

and the addition theorem for l = 2 gives

Σ_i φ_i(1)φ_i(2) = R(r₁)R(r₂) (5/4π) P₂(cos γ).

When the two points coincide, the second formula becomes Σ_i φ_i² = 5R²/4π, a spherical density. In D only the k = 0 term then survives the angular integration, so D = 25 F0 and U = F0.

In K the sum over i and j is the square of the addition formula. The angular integration over both directions gives 4π × 2π ∫ dx, with x = cos γ from −1 to 1. The coefficient of Fk in K is therefore

(5/4π)² × 8π² ∫ P₂(x)² P_k(x) dx = (25/2) ∫ P₂(x)² P_k(x) dx.

From P₂ = (3x² − 1)/2 and P₄ = (35x⁴ − 30x² + 3)/8 one finds, by comparing powers of x,

P₂² = (9x⁴ − 6x² + 1)/4 = 1/5 + (2/7)P₂ + (18/35)P₄.

Different Legendre polynomials are orthogonal, and the integral of P_k² is 2/(2k+1). The required integrals are 2/5 for k = 0, (2/7)(2/5) = 4/35 for k = 2, and (18/35)(2/9) = 4/35 for k = 4. All others vanish, which is why a d shell needs just these three Slater integrals here. Hence

K = 5 F0 + (10/7)(F2 + F4),

U − J = (D − K)/20 = F0 − (F2 + F4)/14,

J = (F2 + F4)/14.

This J is defined through U − J. It is not the average exchange integral between two different real d orbitals, which is (5/98)(F2 + F4) = 5J/7.

A given J fixes the sum F2 + F4 but not its division. An assumed ratio x = F4/F2 supplies the missing condition:

F2 = 14J/(1 + x), F4 = xF2.

This is where the customary 5/8 enters.

**A numerical example**

Take the model charge Z = 10. The formulas give

F0 = 0.8605 hartree (23.41 eV),
F2 = 0.4542 hartree (12.36 eV),
F4 = 0.2962 hartree (8.06 eV).

The exchange parameter is

J = (0.4542 + 0.2962)/14 = 0.0536 hartree (1.46 eV).

Now suppose that J alone were known and the ratio 5/8 were assumed. Since 14J = 0.7504 hartree,

F2 = 0.7504/1.625 = 0.4618 hartree,

F4 = 0.625 × 0.4618 = 0.2886 hartree.

Relative to the hydrogenic values, F2 is 1.7% too large and F4 is 2.6% too small. The errors have opposite signs because the sum is held fixed.

**A shell with a different shape**

In an atom with many electrons, a 3d electron does not move in the field of one fixed charge. Close to the nucleus it feels nearly the full nuclear charge; farther out, the other electrons screen it. The 3d function then need not have the single exponential of the hydrogenic form.

The free Cu⁺ ion, with a filled 3d shell, provides an example. Its orbitals were calculated by nonrelativistic restricted Hartree–Fock in the def2-QZVP basis. The density was averaged over the five 3d orbitals, and the Slater integrals were evaluated from (1) by Gauss–Legendre quadrature. The calculation leaves out electron correlation, relativity and any effect of a surrounding solid. It gives

F0 = 0.963 hartree, F2 = 0.433 hartree, F4 = 0.267 hartree, F4/F2 = 0.617.

The smaller def2-TZVP basis gives the same ratio to three digits. The customary 0.625 is about 1% above this ratio, and the hydrogenic 0.652 is about 6% above it. For this ion the customary value is the better approximation, though it is not the computed value.

No choice of Z removes the discrepancy. Matching F0 requires

Z = 0.963/0.08605 = 11.19,

and the hydrogenic formulas then give F2 = 0.508 hartree and F4 = 0.3315 hartree. These are about 17% and 24% above the Hartree–Fock values. With this choice of Z, much of the error is common to F2 and F4 and cancels in their ratio. The separate errors depend on which quantity is used to fix Z, whereas the 6% error of the ratio is the same for every Z.

The direction of the change can be related to the spread of the radii. By (4),

F4/F2 = ⟨t⁴⟩/⟨t²⟩,

which is the average of t² with the weight t²w(t). A smaller ratio means that, in this average, the two electrons have more unequal radii. One measure of the spread of a single radius is its standard deviation divided by its mean. For the hydrogenic density,

⟨r⟩ = 7!/(6! a) = 7/a, ⟨r²⟩ = 8!/(6! a²) = 56/a²,

so the variance is (56 − 49)/a² = 7/a² and the relative width is √7/7 = 0.378, again independent of Z. For the Cu⁺ shell it is 0.58. The broader relative distribution goes with the smaller F4/F2, as one would expect. The width alone does not determine the ratio, however: a density proportional to rⁿ exp(−r) with n ≈ 1.95 has the same relative width 0.58 but gives F4/F2 ≈ 0.606. Nor does one ion establish a rule for all 3d shells.

The value 15/23 thus belongs to the hydrogenic shape at every Z, while 5/8 is an approximation whose accuracy must be judged for the shell to which it is applied.
